# Term Weights and Promotion Energy of the Carbon sxyz Valence State: a numerical check

```python
"""
Result under test: the carbon valence state s x y z (one electron in each
orbital, all 16 spin assignments equally likely) has the LS-term weights
    5S: 5/16, 3S: 3/16, 3D: 3/8, 1D: 1/8, 3P: 0, 1P: 0,
and its mean energy is the weighted mean of the term energies.
Symbols: L, S = total orbital and spin angular momentum (units of hbar);
K_sp, K_pp = exchange integrals between s and p, and between two p orbitals;
Q = core energy + one-electron energies + Coulomb integrals of s x y z.
The weights come from projectors of L^2 and S^2 in a determinant basis.
Energies come from a carbon Hamiltonian with Hartree-Fock orbitals.
"""
from fractions import Fraction
from itertools import combinations
import numpy as np
from scipy import constants
from scipy.linalg import expm
from pyscf import gto, scf, ao2mo

HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]
EV_KJMOL = constants.e * constants.N_A / 1000.0

# Determinants of four electrons in s, x, y, z; spin-orbital = 2*orbital + spin
dets = list(combinations(range(8), 4))
position = {det: k for k, det in enumerate(dets)}
ndet = len(dets)


def hop(i, j):
    """Matrix of (create i)(annihilate j) in the determinant basis."""
    matrix = np.zeros((ndet, ndet))
    for col, det in enumerate(dets):
        if j not in det:
            continue
        rest = [k for k in det if k != j]
        if i in rest:
            continue
        sign = (-1) ** (det.index(j) + sum(k < i for k in rest))
        matrix[position[tuple(sorted(rest + [i]))], col] = sign
    return matrix


E = [[hop(2*p, 2*q) + hop(2*p + 1, 2*q + 1) for q in range(4)]
     for p in range(4)]
L = []
for a, b in ((2, 3), (3, 1), (1, 2)):
    L.append(-1j * (E[a][b] - E[b][a]))
L2 = sum(component @ component for component in L)
S_plus = sum(hop(2*p, 2*p + 1) for p in range(4))
S_z = 0.5 * sum(hop(2*p, 2*p) - hop(2*p + 1, 2*p + 1) for p in range(4))
S2 = S_plus @ S_plus.T + S_z @ S_z - S_z


def term_projectors(block):
    """Projectors on the LS terms inside a set of determinants."""
    labels = L2 + 100.0 * S2
    values, vectors = np.linalg.eigh(labels[np.ix_(block, block)])
    found = {}
    for value, vector in zip(values, vectors.T):
        code = int(round(value))
        assert abs(value - code) < 1e-8
        spin_part, orbital_part = divmod(code, 100)
        name = {0: "1", 2: "3", 6: "5"}[spin_part]
        name += {0: "S", 2: "P", 6: "D"}[orbital_part]
        full = np.zeros(ndet, dtype=complex)
        full[block] = vector
        found[name] = found.get(name, 0) + np.outer(full, full.conj())
    return found


s_count = [sum(k < 2 for k in det) for det in dets]
sp3 = [k for k in range(ndet) if s_count[k] == 1]
s2p2 = [k for k in range(ndet) if s_count[k] == 2]
valence = [k for k in range(ndet) if len({i // 2 for i in dets[k]}) == 4]
assert len(valence) == 16
P_valence = np.zeros((ndet, ndet))
P_valence[valence, valence] = 1.0

# Weights found from the angular-momentum operators
projector = term_projectors(sp3)
dimension = {t: int(round(np.trace(P).real)) for t, P in projector.items()}
assert dimension == {"5S": 5, "3S": 3, "3D": 15, "1D": 5, "3P": 9, "1P": 3}
claimed = {"5S": Fraction(5, 16), "3S": Fraction(3, 16),
           "3D": Fraction(3, 8), "1D": Fraction(1, 8),
           "3P": Fraction(0), "1P": Fraction(0)}
weight = {t: np.trace(P_valence @ P).real / 16 for t, P in projector.items()}
for term in claimed:
    assert abs(weight[term] - float(claimed[term])) < 1e-10

# The valence determinants are exactly the half-turn invariants of sp3
turn_x, turn_y = [expm(-1j * np.pi * L[k]) for k in (0, 1)]
one = np.eye(ndet)
invariant = (one + turn_x) @ (one + turn_y) / 4
block = np.ix_(sp3, sp3)
assert np.allclose(invariant[block], P_valence[block], atol=1e-9)
invariants = {t: int(round(np.trace(invariant @ P).real))
              for t, P in projector.items()}
assert invariants == {"5S": 5, "3S": 3, "3D": 6, "1D": 2, "3P": 0, "1P": 0}

# Multiplets of four spins one-half, found by diagonalizing S^2
spin_values = np.linalg.eigvalsh(S2[np.ix_(valence, valence)])
multiplets = [int(np.sum(abs(spin_values - S*(S + 1)) < 1e-8)) // (2*S + 1)
              for S in (2, 1, 0)]
assert multiplets == [1, 3, 2]

# Spherical carbon orbitals from the half-filled 5S state
mol = gto.M(atom="C 0 0 0", basis="cc-pvtz", spin=4, verbose=0)
quintet = scf.ROHF(mol)
quintet.conv_tol = 1e-12
quintet.max_cycle = 200
quintet.kernel()
assert quintet.converged
open_orbitals = quintet.mo_coeff[:, quintet.mo_occ == 1]
core = quintet.mo_coeff[:, quintet.mo_occ == 2]
dipole = np.einsum("kuv,ui,vj->kij", mol.intor("int1e_r"),
                   open_orbitals, open_orbitals, optimize=True)
s_index = int(np.argmax((dipole**2).sum(axis=(0, 2))))
p_index = [k for k in range(4) if k != s_index]
# The s-p dipole matrix gives the rotation that aligns p with x, y, z
left, singular, right = np.linalg.svd(dipole[:, s_index, p_index])
assert np.ptp(singular) < 1e-5 * singular[0]
p_orbitals = open_orbitals[:, p_index] @ (left @ right).T
orbitals = np.column_stack([open_orbitals[:, s_index], p_orbitals])

# Hamiltonian with a frozen 1s core
h_atom = quintet.get_hcore()
dm_core = 2 * core @ core.T
J_core, K_core = scf.hf.get_jk(mol, dm_core)
v_core = J_core - 0.5 * K_core
E_core = np.sum(dm_core * (h_atom + 0.5 * v_core))
h = orbitals.T @ (h_atom + v_core) @ orbitals
eri = ao2mo.restore(1, ao2mo.kernel(mol, orbitals), 4)
H = E_core * np.eye(ndet)
for p in range(4):
    for q in range(4):
        H += h[p, q] * E[p][q]
        for r in range(4):
            for t in range(4):
                pair = E[p][q] @ E[r][t]
                if q == r:
                    pair = pair - E[p][t]
                H += 0.5 * eri[p, q, r, t] * pair

# Each sp3 term is an eigenspace of H
energy = {}
for term, P in projector.items():
    energy[term] = np.trace(H @ P).real / dimension[term]
    assert np.max(abs(H @ P - energy[term] * P)) < 1e-6
assert abs(energy["5S"] - quintet.e_tot) < 1e-7

# Mean over the determinants against the weighted term energies
E_valence = np.mean(np.diag(H)[valence])
E_weighted = sum(float(claimed[t]) * energy[t] for t in claimed)
assert abs(E_valence - E_weighted) < 1e-7

# Exchange formulas against the term energies from H
K_sp, K_pp = eri[0, 1, 1, 0], eri[1, 2, 2, 1]
Q = E_core + np.trace(h)
Q += sum(eri[a, a, b, b] for a, b in combinations(range(4), 2))
exchange_form = {"5S": Q - 3*K_sp - 3*K_pp, "3S": Q + K_sp - 3*K_pp,
                 "3D": Q - 2*K_sp, "1D": Q}
for term, value in exchange_form.items():
    assert abs(value - energy[term]) < 1e-6
assert abs(E_valence - (Q - 1.5*K_sp - 1.5*K_pp)) < 1e-6

# Ground 3P term: common orbitals, then orbitals relaxed for the ground state
P_ground = term_projectors(s2p2)["3P"]
E_ground_common = np.trace(H @ P_ground).real / np.trace(P_ground).real
mol_ground = gto.M(atom="C 0 0 0", basis="cc-pvtz", spin=2, verbose=0)
triplet = scf.ROHF(mol_ground)
triplet.conv_tol = 1e-10
triplet.max_cycle = 200
occupied_up = np.column_stack([core, orbitals[:, :3]])
occupied_down = np.column_stack([core, orbitals[:, :1]])
triplet.kernel(dm0=np.array([occupied_up @ occupied_up.T,
                             occupied_down @ occupied_down.T]))
assert triplet.converged
assert triplet.e_tot < E_ground_common

# Rough observed energies above the ground term: value, rounding half-width
observed = {"5S": (4.2, 0.05), "3S": (13.0, 0.5),
            "3D": (7.9, 0.05), "1D": (12.0, 0.5)}
promotion = sum(float(claimed[t]) * observed[t][0] for t in observed)
rounding = sum(float(claimed[t]) * observed[t][1] for t in observed)
K_from_S = (observed["3S"][0] - observed["5S"][0]) / 4
K_from_D = (observed["1D"][0] - observed["3D"][0]) / 2
K_S_error = (observed["3S"][1] + observed["5S"][1]) / 4
K_D_error = (observed["1D"][1] + observed["3D"][1]) / 2
# Two estimates of one exchange integral must agree within input rounding
assert abs(K_from_S - K_from_D) < K_S_error + K_D_error

print("Weights from L^2 and S^2 projectors")
for term in claimed:
    print(f"  {term}: states {dimension[term]:2d}, invariant "
          f"{invariants[term]}, weight {weight[term]:.4f}")
print("Four spins: quintets, triplets, singlets =", *multiplets)
print("Rough observed terms above ground 3P (two figures)")
for term, (value, error) in observed.items():
    print(f"  {term}: {value:.2g} eV, rounding +/- {error:.2f} eV, "
          f"weighted part {float(claimed[term]) * value:.3f} eV")
print(f"Promotion energy, rough observed terms: {promotion:.2f} eV")
print(f"Largest error from input rounding: {rounding:.2f} eV")
print(f"Promotion energy converted: {promotion * EV_KJMOL:.0f} kJ/mol")
print(f"K_sp from observed S terms: {K_from_S:.2f} +/- {K_S_error:.2f} eV")
print(f"K_sp from observed D terms: {K_from_D:.2f} +/- {K_D_error:.2f} eV")
print("Hartree-Fock orbitals, cc-pVTZ, above relaxed ROHF 3P")
for term in claimed:
    above = (energy[term] - triplet.e_tot) * HARTREE_EV
    print(f"  {term}: {above:.3f} eV")
print(f"K_sp computed: {K_sp * HARTREE_EV:.3f} eV")
print(f"K_pp computed: {K_pp * HARTREE_EV:.3f} eV")
mean_above = (E_valence - triplet.e_tot) * HARTREE_EV
weighted_above = (E_weighted - triplet.e_tot) * HARTREE_EV
relaxation = (E_ground_common - triplet.e_tot) * HARTREE_EV
print(f"Promotion, mean of 16 determinants: {mean_above:.3f} eV")
print(f"Promotion, weighted term energies: {weighted_above:.3f} eV")
print(f"Ground-state orbital relaxation: {relaxation:.3f} eV")
print("all assertions hold")
```

Printed output:

```
Weights from L^2 and S^2 projectors
  5S: states  5, invariant 5, weight 0.3125
  3S: states  3, invariant 3, weight 0.1875
  3D: states 15, invariant 6, weight 0.3750
  1D: states  5, invariant 2, weight 0.1250
  3P: states  9, invariant 0, weight 0.0000
  1P: states  3, invariant 0, weight 0.0000
Four spins: quintets, triplets, singlets = 1 3 2
Rough observed terms above ground 3P (two figures)
  5S: 4.2 eV, rounding +/- 0.05 eV, weighted part 1.312 eV
  3S: 13 eV, rounding +/- 0.50 eV, weighted part 2.438 eV
  3D: 7.9 eV, rounding +/- 0.05 eV, weighted part 2.963 eV
  1D: 12 eV, rounding +/- 0.50 eV, weighted part 1.500 eV
Promotion energy, rough observed terms: 8.21 eV
Largest error from input rounding: 0.19 eV
Promotion energy converted: 792 kJ/mol
K_sp from observed S terms: 2.20 +/- 0.14 eV
K_sp from observed D terms: 2.05 +/- 0.28 eV
Hartree-Fock orbitals, cc-pVTZ, above relaxed ROHF 3P
  5S: 2.449 eV
  3S: 15.342 eV
  3D: 8.134 eV
  1D: 14.580 eV
  3P: 9.775 eV
  1P: 16.221 eV
K_sp computed: 3.223 eV
K_pp computed: 0.820 eV
Promotion, mean of 16 determinants: 8.515 eV
Promotion, weighted term energies: 8.515 eV
Ground-state orbital relaxation: 0.146 eV
all assertions hold
```
